Why a diffuse wire wall may emit the equilibrium distribution

**Question.** In the usual theory of surface scattering in a thin wire, electrons leaving a diffuse wall are given the equilibrium distribution f0, whatever distribution arrived. The wall neither stores nor creates electrons, and the arriving distribution has been disturbed by the field. Why does this assignment not violate particle conservation?

**Answer.** The field disturbs the arriving electrons in a balanced way. Take those that reach a wall point with a given energy. More of them than in equilibrium move along the axial force, and fewer move against it. In an isotropic metal the surplus and the deficit are equal, so the total arriving at that energy is the equilibrium number. A diffuse wall keeps this total and discards the directions. What it sends back is therefore f0.

The wall has not brought the electrons to thermal equilibrium. Each leaves with the energy it brought. The wall changes their axial momentum, and that produces the extra resistance.

**The transport problem**

Atomic units are used in the algebra. The wire is straight, its axis is z, and its cross-section and field do not vary along z. A weak axial force F acts on each electron. The band energy E depends only on the magnitude of the wavevector k, so the velocity v is parallel to k. Bulk collisions are elastic, make all directions equally likely, and have a relaxation time τ that depends on energy only. Write

f = f0(E) + (−∂f0/∂E) Φ,

where Φ is an energy that depends on position and direction. Let ⟨ ⟩ denote the average over all directions at fixed energy, and let Φ̄ = ⟨Φ⟩. The steady Boltzmann equation is

v·∇f + F ∂f/∂k_z = −(f − ⟨f⟩)/τ.

The collision term contains ⟨f⟩ rather than f0 because elastic collisions conserve the number of electrons at each energy. To first order in F, the force term acts on f0 alone:

F ∂f0/∂k_z = F v_z ∂f0/∂E.

Inserting f and dividing by (−∂f0/∂E) gives

v·∇Φ + (Φ − Φ̄)/τ = F v_z.  (1)

**What the wall must do**

Let n be the outward normal of the wall and v_n the velocity component along it. Arriving electrons have v_n > 0 and leaving ones v_n < 0. A fully diffuse elastic wall forgets the arrival direction. It must also leave equilibrium undisturbed, and in equilibrium all states of one energy are equally occupied. The leaving states of one energy therefore share a common occupation, and their deviation is a single number C, which may depend on energy and on the wall point. Equal occupation means that the emitted flux follows the cosine law, since each state contributes in proportion to |v_n|.

The f0 part of the flux balances by itself. Balance of the rest requires

∫(arriving) v_n Φ dΩ = C ∫(leaving) |v_n| dΩ = C π v,

because the cosine integrates to π over a hemisphere. Hence

C = (1/πv) ∫(arriving) v_n Φ dΩ.  (2)

This is the general conserving condition. Assigning f0 means setting C = 0, which is allowed if the integral in (2) vanishes.

**The deviation is odd in axial momentum**

Try C = 0 and Φ̄ = 0, and then check both. Follow an electron along its straight path, with ℓ the distance from the wall point where it started. Bending of the path by F would change Φ only at second order. Equation (1) becomes

v dΦ/dℓ + Φ/τ = F v_z, with Φ = 0 at ℓ = 0,

and its solution is

Φ = F τ v_z [1 − exp(−ℓ/λ)], λ = vτ.

Let θ be the angle between v and the axis, and s the distance back to the wall measured in the cross-section. Then s = ℓ sin θ, and

Φ = F λ cos θ [1 − exp(−s/(λ sin θ))].  (3)

Now reverse v_z and keep the transverse direction, which replaces θ by π − θ. The distance s is unchanged, because it depends only on the position and on the transverse direction. The sine is unchanged and the cosine changes sign. So Φ is odd in v_z and, since v is parallel to k, odd in axial momentum.

Both assumptions can now be checked. The average Φ̄ vanishes because the directions θ and π − θ cancel. In (2), v_n is a transverse component and does not change under the reversal. The integrand is odd, the arriving hemisphere contains both members of each pair, and C = 0. The balance holds separately at each wall point and each energy.

**No other solution is hidden**

Suppose two solutions had the same F. Their difference h has no driving term:

v·∇h = −(h − h̄)/τ.

At the wall its leaving value is D, the cosine-weighted average of the arriving h. Multiply by h, average over directions and integrate over the cross-section. On the left, h v·∇h = ½∇·(v h²), which becomes an integral around the perimeter. On the right, ⟨h(h − h̄)⟩ = ⟨(h − h̄)²⟩, because ⟨h̄(h − h̄)⟩ = 0. Thus

½ ∮ ⟨v_n h²⟩ dl = −(1/τ) ∫ ⟨(h − h̄)²⟩ dA.

With ⟨ ⟩c the cosine-weighted average over arriving directions, and D = ⟨h⟩c,

⟨v_n h²⟩ = (v/4)(⟨h²⟩c − D²) = (v/4)⟨(h − D)²⟩c ≥ 0.

The factor v/4 is the hemisphere integral πv divided by 4π. The left side cannot be negative and the right side cannot be positive, so both are zero. Then h does not depend on direction, the equation reduces to v·∇h = 0 for every direction, and h is a constant at each energy.

That constant is a uniform surplus of electrons at one energy. If the field is switched on from equilibrium, ∂Φ/∂t is added to (1). Averaging over directions and over the cross-section removes the driving term, since ⟨v_z⟩ = 0, the collision term, and the wall flux. The number at each energy stays at its initial value to first order in F, so the constant is zero.

**Number balances, momentum does not**

Multiply (1) by v_z, average and integrate over the area A. The term with Φ̄ drops out because ⟨v_z⟩ = 0, and ⟨v_z²⟩ = v²/3:

∮ ⟨v_n v_z Φ⟩ dl + (1/τ) ∫ ⟨v_z Φ⟩ dA = F A v²/3.

The right side is proportional to the momentum supplied by the field. Without walls, Φ = Fτv_z and the bulk term alone equals it. The bulk term divided by the right side is therefore G/G0, the conductance relative to its value without wall scattering. Calling the wall's share W,

W = 1 − G/G0,  (4)

G/G0 = 1 − 3 {⟨cos²θ exp(−s/(λ sin θ))⟩},  (5)

where { } is the average over the cross-section. The wall integrand contains v_z Φ, which is even in v_z. The two groups that cancel in the particle count add in the momentum count: a surplus of forward momentum and a deficit of backward momentum both amount to forward momentum delivered to the wall.

In a wire much thicker than λ, arriving electrons have Φ = Fλ cos θ almost everywhere on the perimeter. The average of v_n v_z² over all directions, with only arriving ones contributing, is v³/16. For a square of side d the perimeter is 4d, so

W ≈ 4d (Fτ v³/16)/(F d² v²/3) = 3λ/(4d), for d ≫ λ.

**A narrow line in numbers**

Consider a square local interconnect line with d = 20 nm, λ = 30 nm, a Fermi energy of 7.0 eV, a temperature of 370 K and a current density of 1.0 MA/cm². The electrons are free electrons with the bare mass. They have density n_e = 8.41×10²² cm⁻³ and Fermi speed 1.569×10⁸ cm/s, and the bulk resistivity m v/(n_e e²λ), now in ordinary units, is 2.21 microohm cm.

Integrating (5) gives G/G0 = 0.412, so the line resistivity is

2.207/0.4124 = 5.35 microohm cm.

The thick-wire formula would give W = 3×30/(4×20) = 1.1, which is impossible for a share. It does not apply here because d is smaller than λ. A separate integration of the momentum arriving at the wall gives W = 0.588, in agreement with 1 − 0.412.

Resistivity times current density gives a field of 5.35×10⁻⁶ MV/cm. Over one mean free path an electron moving along the force gains Fλ = 1.61×10⁻⁵ eV. The density of states at the Fermi energy is 3n_e/(2E_F), so the natural scale of the disturbed flux is

(3×8.411×10²²/(2×7.0)) × 1.569×10⁸ × 1.606×10⁻⁵ = 4.54×10²⁵ cm⁻² s⁻¹,

or 454 per nm² per ns. Averaging v_nΦ over the arriving forward directions and along the wall gives a surplus of 11.8 per nm² per ns. The backward directions give −11.8, and the sum is zero. If every arriving electron had the full bulk deviation, the forward surplus would be 454/(6π) = 24 in the same unit. The line reaches about half of this because many electrons left another wall less than a mean free path earlier.

All arrivals, counting the whole Fermi sea, amount to 2.5×10⁷ per nm² per ns. The forward surplus is about one part in a million of the half that moves forward.

The cancellation was also tested by solving (1) on a grid of 12 × 12 cells with 128 directions, leaving Φ̄ and every wall value C free. The largest C was 5×10⁻¹⁷ of Fλ, which is rounding error. This solution gives G/G0 = 0.407, about 1.4 percent below the integral of (5), and imposing f0 at the walls gives the same 0.407. The difference from 0.412 is therefore not due to the wall condition. It comes mainly from the small number of directions, not from the size of the cells.

**When the original f0 fails**

The argument needs a mirror: reversing v_z at fixed transverse velocity must lead to an equally available state of the same energy. Isotropy supplies it, but so does an ellipsoidal band with a principal axis along the wire.

A tilted ellipsoid does not. Let its velocities be

v_x = u_x, v_y = u_y, v_z = γu_z + βu_x,

with the states of one energy spread uniformly over a sphere of u. The axial force now drives (1) with F(γu_z + βv_x). The second part is not odd in u_z and pushes electrons towards one side wall. Put

Φ = Fβx + Φ₁.

The first term absorbs the unwanted drive, since v·∇(Fβx) = Fβv_x. It is independent of direction, so collisions leave it alone, and at a wall it is the same for arriving and leaving electrons. The remainder Φ₁ is driven by Fγu_z, is odd in u_z, and leaves the walls with value zero. The conserving solution thus has C = Fβx, not zero, and C differs by Fβd between the side walls.

Such a shift would mean charge piled up at one side, so a transverse potential energy U(x) arises. It adds −v·∇U to the right side of (1), which is the same as replacing Φ by Φ + U in the equation just solved. Neutrality requires Φ̄ = 0, hence U = Fβx, and the true deviation of the leaving electrons is C − U = 0. For this single ellipsoid the walls emit equilibrium again, but relative to the local potential. The result relies on the unwanted drive being Fβv_x with one β over the whole energy surface. It need not hold for a surface without the mirror that has several sheets of different tilt and transverse speed. There C can differ from the local potential shift, and it must be found from (2).

For β = 0.10, with Fλ held at the value above, the step is 0.10×(20/30)×1.606×10⁻⁵ = 1.07×10⁻⁶ eV. The grid solution, with its wall values free, gives the same step.

The mirror is also lost where the wire tapers, because v_n then contains part of v_z. At second order in F the deviation has an even part, which includes heating. Here Fλ is 5×10⁻⁴ of the thermal energy. This measures the gain over one free path, not the temperature rise of a line, which depends on how fast heat is removed.

**Comparison with a real line**

The inputs are rough values for a good conductor in a narrow logic-chip line, not data for a particular metal. Two assumptions that a real line can break strongly are fully diffuse walls and the absence of grain boundaries.

If a fraction p of the electrons reflects like light from a mirror, the leaving deviation is p times the mirrored arriving one plus (1 − p)C. Reflection from a wall parallel to the axis keeps v_z, so Φ stays odd and C is still zero. With p = 0.50 at all angles and the other inputs fixed, G/G0 rises from 0.41 to 0.61, and the resistivity falls to 2.207/0.6138 = 3.6 microohm cm.

Grain boundaries perpendicular to the axis reverse v_z for some electrons. Averaged along the wire into a uniform collision rate, they treat both axial directions alike and keep the number, so the oddness survives. Close to a single boundary it can fail, because reversing the axis also exchanges the two sides of the boundary. In the Mayadas–Shatzkes model they multiply the collision rate by 1 + α/|cos θ|. A grain length of 20 nm and a reflection probability of 0.30 give α = (30/20)(0.30/0.70) = 0.64. Without wall scattering this yields G/G0 = 0.53, a loss comparable to that from the walls. A measured resistivity therefore cannot be assigned to the walls alone without knowing the grains.

Some smaller omissions are sized in the numerical output below. The current's own magnetic field, for example, bends paths with a radius several million times the mean free path.

Computed values

```
Side of square line: 20 nm
Bulk mean free path: 30 nm
Fermi energy: 7.0 eV
Temperature: 370 K
Current density: 1.0 MA/cm2
Fermi speed: 1.569e+08 cm/s
Electron density: 8.411e+22 cm^-3
Bulk resistivity: 2.207 microohm cm
G/G0, chord quadrature: 0.4124
G/G0, direct sampling: 0.4123
G/G0, solver with free wall shifts: 0.4068
G/G0, solver with f0 imposed: 0.4068
Line resistivity, diffuse walls: 5.352 microohm cm
Axial field: 5.352e-06 MV/cm
Energy gained per mean free path: 1.606e-05 eV
All arrivals at wall: 2.475e+07 per nm2 per ns
Surplus arrivals moving along force: +11.790 per nm2 per ns
Surplus arrivals moving against force: -11.790 per nm2 per ns
Share of field momentum taken by walls: 0.5877
1 - G/G0: 0.5876
Largest wall shift / (force*path), isotropic: 5.1e-17
Largest wall shift / (force*path), upright ellipsoid: 3.7e-17
Tilt coefficient of tilted ellipsoid: 0.10
Tilted: wall-to-wall step / (force*path), solver: 0.06667
Tilted: same step, predicted: 0.06667
Tilted: step for this line: 1.070e-06 eV
Trial specular fraction: 0.50
G/G0 at that specular fraction: 0.6138
Trial grain length: 20 nm
Trial grain-boundary reflection: 0.30
G/G0 from grain boundaries alone: 0.5277
Thermal energy: 0.0319 eV
Energy gain per path / thermal energy: 5.04e-04
Thermal energy / Fermi energy: 4.55e-03
Fermi wavelength: 0.464 nm
Occupied transverse modes per spin: 5848
Magnetic self-field at wall, estimate: 6.28e-05 T
Mean free path / magnetic bending radius: 2.1e-07
```
